\section*{Neutral-Defect Formation at Constant Pressure and Constant Volume, part 2}

Vacancies can be formed in a crystal at constant pressure $P$ or at constant volume $V$, in both cases at temperature $T$. The problem is how the formation free energies and entropies under the two constraints are related. The fixed volume is the one that the perfect crystal has at $P$ and $T$.

The closed crystal has $N$ atoms and $n$ neutral vacancies, with $x=n/N$ small. Each vacancy is made by moving an interior atom to a new lattice site, for instance at a surface step, so there are $N+n$ sites. The crystal is cubic and the stress is a hydrostatic pressure.

The perfect crystal has volume $v_0$, free energy $f$ and entropy $s$ per atom, total volume $V_0=Nv_0$, isothermal bulk modulus $B$ and volumetric expansivity $\alpha$. It obeys $(\partial S/\partial V)_T=(\partial P/\partial T)_V=\alpha B$. A subscript $v$ means constant volume per atom.

Per vacancy, $G_f$ is the Gibbs free energy of formation at constant pressure and $F_f$ the Helmholtz free energy of formation at constant volume. Both leave out the entropy of choosing the vacancy positions. The formation entropies are $S_f^P$ and $S_f^V$, the enthalpy at constant pressure is $H_f^P=G_f+TS_f^P$, and the energy at constant volume is $U_f^V=F_f+TS_f^V$. The formation volume $V_f=(\partial G_f/\partial P)_T$ includes the re-housed atom. Boltzmann's constant is $k$.

To leading order in $x$,
\begin{align}
F_f-G_f&=\frac{nBV_f^2}{2V_0},&
S_f^P-S_f^V&=\alpha BV_f,&
H_f^P-U_f^V&=T\alpha BV_f .
\label{eq:recap}
\end{align}
For classical harmonic vibrations with mode frequencies $\omega_i$, let $\bar\gamma$ be the mean of $\gamma_i=-d\ln\omega_i/d\ln V$ over the $3N$ modes. Then
\begin{equation}
\alpha BV_f=3N k\bar\gamma\,\frac{V_f}{Nv_0}=3k\bar\gamma\,\frac{V_f}{v_0}.
\label{eq:gruneisen}
\end{equation}

\subsection{The equilibrium vacancy fraction}

The $n$ vacancies can be placed on $N+n$ sites in $(N+n)!/(N!\,n!)$ ways. With Stirling's formula the configurational entropy is
\begin{equation}
S_c=k\left[(N+n)\ln(N+n)-N\ln N-n\ln n\right],
\end{equation}
and its derivative is
\begin{equation}
\frac{\partial S_c}{\partial n}=k\left[\ln(N+n)+1-\ln n-1\right]=k\ln\frac{N+n}{n}.
\end{equation}
At constant pressure the equilibrium number minimises $nG_f-TS_c$. At constant volume it minimises $nF_f-TS_c$. In the dilute limit $G_f=F_f$ and both conditions read $G_f=kT\ln[(N+n)/n]$. For $n\ll N$ the vacancy fraction is
\begin{equation}
c=\frac nN=e^{-G_f/kT}
=e^{S_f^P/k}e^{-H_f^P/kT}
=e^{S_f^V/k}e^{-U_f^V/kT}.
\label{eq:c}
\end{equation}
Entropy and energy must come from the same constraint. Combining $H_f^P$ with $S_f^V$ makes the fraction too small by the factor $e^{\alpha BV_f/k}$. Combining $U_f^V$ with $S_f^P$ makes it too large by the same factor.

The slope of $\ln c$ against $1/T$ depends on the path. Since $\partial/\partial(1/T)=-T^2\,\partial/\partial T$,
\begin{equation}
-k\left(\frac{\partial\ln c}{\partial(1/T)}\right)_P
=\left(\frac{\partial(G_f/T)}{\partial(1/T)}\right)_P
=G_f+TS_f^P=H_f^P .
\end{equation}
The same steps at constant volume give $U_f^V$. The two lines cross where volume and pressure correspond. There they give the same vacancy fraction with different slopes.

\subsection{A supercell of fixed size}

A supercell calculation can start from a perfect cell of $M$ sites and volume $Mv_0$, remove one atom, and keep the cell fixed. Let $F_1(V)$ be the free energy of the $M-1$ remaining atoms with one vacancy in volume $V$. The removed atom goes to a reservoir of perfect crystal at the same pressure, where its chemical potential is $\mu=f+Pv_0$. The formation free energy is
\begin{equation}
F_{\rm cell}=F_1(Mv_0)-Mf+\mu
=F_1(Mv_0)+Pv_0-(M-1)f .
\label{eq:cell}
\end{equation}

This is a different constraint from the closed crystal at constant volume. There, $M-1$ atoms stay in the volume $(M-1)v_0$. Here they have the volume $Mv_0$, which is larger by $v_0$. At constant pressure they would take $(M-1)v_0+V_f$. The cell is therefore away from its preferred volume by the relaxation volume
\begin{equation}
V_{\rm rel}=V_f-v_0 .
\end{equation}
The function $F_1(V)+PV$ has its minimum at the preferred volume, with curvature $B/(Mv_0)$ to leading order. Hence
\begin{equation}
F_{\rm cell}-G_f=\frac{BV_{\rm rel}^2}{2Mv_0},
\label{eq:cellclamp}
\end{equation}
which also vanishes in the dilute limit.

For the entropy the bookkeeping matters. Let $S_1(V)$ be the entropy that belongs to $F_1$. Subtracting entropies directly at the fixed cell gives $S_{\rm cell}=S_1(Mv_0)-(M-1)s$. The cell must still change by $V_{\rm rel}$ to reach constant pressure, and $(\partial S/\partial V)_T=\alpha B$, so
\begin{equation}
S_f^P-S_{\rm cell}=\alpha BV_{\rm rel}.
\label{eq:Scell}
\end{equation}
If instead the whole expression \eqref{eq:cell} is differentiated at constant volume, the chemical potential contributes
\begin{equation}
-\left(\frac{\partial\mu}{\partial T}\right)_v
=s-v_0\left(\frac{\partial P}{\partial T}\right)_v=s-\alpha Bv_0 ,
\end{equation}
because the pressure of the reservoir rises along the isochore. The result is $S_{\rm cell}-\alpha Bv_0$. By \eqref{eq:Scell} this equals $S_f^P-\alpha B(V_{\rm rel}+v_0)=S_f^V$. A fixed-cell entropy thus has a definite meaning once the treatment of $\mu$ is stated.

\subsection{The model}

The example is a vacancy in a face-centred cubic metal with rounded parameters in the regime of copper, used for chip interconnects. The static energy has the second-moment tight-binding form
\begin{equation}
E=\sum_i\left[\sum_jA\,e^{-p(r_{ij}/r_0-1)}
-\xi\Big(\sum_je^{-2q(r_{ij}/r_0-1)}\Big)^{1/2}\right],
\end{equation}
where $j$ runs over the neighbours of $i$ in the three nearest shells. The parameters are $A=0.086$ eV, $\xi=1.22$ eV, $p=11$, $q=2.3$ and $r_0=0.256$ nm. The atomic mass is 63.5 u and the temperature is 600 K.

Vacancy cells of 108 and 256 sites were relaxed at seven volumes. The vibrational frequencies at each volume give the quantum harmonic free energy
\begin{equation}
F_{\rm vib}=\sum_i\left[\tfrac12\hbar\omega_i+kT\ln\!\left(1-e^{-\hbar\omega_i/kT}\right)\right],
\end{equation}
and the entropy is $-\partial F_{\rm vib}/\partial T$ at fixed frequencies. The three uniform translations, which have no frequency, are given the mean value of the other modes.

Greater dilution is obtained by adding perfect crystal at the same volume per site to the 256-site cell. This controls the vacancy fraction but keeps the finite-size error of the cell itself.

\subsection{Host and vacancy at zero pressure}

The perfect crystal has a lattice constant of 0.3680 nm at 600 K, so $v_0=0.01246$ nm$^3$. Its bulk modulus is 109.5 GPa and its expansivity $72.0\times10^{-6}$ K$^{-1}$. Their product is
\begin{equation}
\alpha B=(72.01\times10^{-6}\ {\rm K^{-1}})(109.53\ {\rm GPa})=7.887\ {\rm MPa/K}.
\end{equation}

For one vacancy in 25\,600 sites, $G_f=1.193$ eV and $V_f=0.00951$ nm$^3$, or $0.763\,v_0$. The relaxation volume is $-0.237\,v_0$: the lattice contracts around the vacancy, but the re-housed atom makes the crystal as a whole larger. The predicted entropy difference is
\begin{equation}
\alpha BV_f=(7.887\times10^{6}\ {\rm Pa/K})(9.507\times10^{-30}\ {\rm m^3})
=7.50\times10^{-23}\ {\rm J/K}=5.43\,k .
\end{equation}

The direct calculation uses mode entropies at the two volumes. It gives $S_f^P=0.98\,k$ and $S_f^V=-4.45\,k$, a difference of $5.43\,k$. The expansivity in the prediction comes separately, from the volume of the perfect crystal at neighbouring temperatures. At constant volume the host is compressed to make room for the extra site, and the entropy lost by its modes outweighs the vacancy's positive formation entropy at constant pressure. If all modes were classical, \eqref{eq:gruneisen} would give $\bar\gamma=5.43/(3\times0.763)=2.4$.

The energies differ accordingly. The enthalpy is $H_f^P=1.244$ eV and the energy at constant volume $U_f^V=0.963$ eV. Their difference of 0.281 eV equals $T\alpha BV_f=600\ {\rm K}\times0.468$ meV/K.

\subsection{Approach to the dilute limit}

The table compares the directly calculated differences with the formulas. The first row uses the 108-site cell and the others the 256-site cell.
\begin{center}
\begin{tabular}{rcccc}
Sites & $F_f-G_f$ & $BV_f^2/2V_0$ & $(S_f^P-S_f^V)/k$ & $\alpha BV_f/k$\\
 & (meV) & (meV) & & \\
108 & 22.93 & 23.02 & 5.310 & 5.413\\
256 & 9.66 & 9.68 & 5.373 & 5.417\\
2560 & 0.968 & 0.969 & 5.425 & 5.430\\
25600 & 0.097 & 0.097 & 5.430 & 5.431
\end{tabular}
\end{center}
The free-energy difference falls in proportion to the vacancy fraction, while the entropy difference approaches a constant. The entropy formula is off by 1.9\,\% of its value at 108 sites and by 0.8\,\% at 256 sites, in line with a correction of relative order $x$.

The same comparison at 2 GPa and 25\,600 sites gives an entropy difference of $5.13\,k$ both directly and from the formula. The formation volume there is 0.00905 nm$^3$. With the mean of the two formation volumes, 0.00928 nm$^3$, the expected rise of $G_f$ is $2\ {\rm GPa}\times0.00928\ {\rm nm^3}=0.116$ eV. The calculated values, 1.193 and 1.309 eV, differ by the same amount.

Going from the 108-site to the 256-site defect cell, both embedded in 25\,600 sites, shifts $G_f$ by $-2.3$ meV, $S_f^P$ by $0.02\,k$ and $\alpha BV_f$ by $-0.015\,k$. A 500-site defect cell shifts them further by about $-0.9$ meV, $0.01\,k$ and $-0.005\,k$, so the last digits quoted for the 256-site cell are not fully converged. With an 864-site cell the total shifts from 256 sites are $-1.3$ meV, $0.014\,k$ and $-0.008\,k$. The values depend more strongly on the cutoff of the interaction: five shells in place of three shift $G_f$ by about $-6$ meV, $S_f^P$ by $0.06\,k$ and $\alpha BV_f$ by $-0.10\,k$, while the entropy relation continues to hold.

\subsection{Consequences for supercells and vacancy fractions}

Direct subtraction of entropies at fixed cell size gives $S_{\rm cell}=2.67\,k$. It exceeds $S_f^P$ by $1.69\,k$, as \eqref{eq:Scell} requires for a negative relaxation volume. Used with $H_f^P$, it would make the vacancy fraction too large by $e^{1.69}=5.4$. Differentiating the full expression at constant volume, chemical potential included, gives $-4.45\,k$, which is $S_f^V$.

At 600 K, $kT=0.0517$ eV and $e^{-G_f/kT}=9.5\times10^{-11}$ vacancies per atom. Minimising the free energy over the number of vacancies at fixed volume gives the same value to within 0.02\,\%. Combining $H_f^P$ with $S_f^V$ would make it too small by $e^{5.43}$, a factor of about 230. At the equilibrium fraction the clamping energy $cBV_f^2/(2v_0)$ is $2\times10^{-10}$ eV per vacancy. The dilute limit is thus very well met by the equilibrium crystal, though less well by a small supercell.

\subsection{What the model leaves out}

The harmonic modes omit anharmonic motion at a given volume. One contribution follows from moving each of the 12 neighbours classically along the line through the vacancy, with all other atoms held still, and subtracting the same motion in the perfect crystal. Taken alone, it lowers the formation free energy by about 9 meV. Letting each neighbour move in all three directions cancels most of this shift, and correlations between neighbours are still missing. The estimate therefore does not settle the size or sign of the full anharmonic effect.

The electrons are also left out. A free-electron gas with one electron per atom has an entropy of $0.04\,k$ per atom at this temperature, which sets a scale for their contribution. Both effects would change the values of $S_f^P$, $V_f$, $\alpha$ and $B$. They leave the relations \eqref{eq:recap} intact, since those were derived without assuming harmonic vibrations.

\subsection{Comparison with copper interconnects}

For real copper near 600 K, the isothermal $B$ is very roughly 120 GPa and $\alpha$ roughly $5.7\times10^{-5}$ K$^{-1}$. The model is therefore too soft and expands too much. The rough real values give $\alpha B\approx6.8$ MPa/K. With the model's formation volume kept fixed, the entropy difference becomes about $4.7\,k$ in place of $5.4\,k$. This is only a rough estimate: a change of 10\,\% in either $B$ or $\alpha$ shifts it by nearly $0.5\,k$. The model's formation enthalpy of 1.24 eV is of the right general size for copper.

A copper line bonded to its surroundings breaks the assumption of hydrostatic pressure. A hydrostatic tension of 0.3 GPa would lower $G_f$ by $0.3\ {\rm GPa}\times V_f=18$ meV and raise the vacancy fraction by a factor of 1.4. In a film with a free surface, however, the stress normal to that surface is zero, and an atom added there does no work against the stress. To first order in stress, $V_{\rm rel}$ then replaces $V_f$. For the same mean tension of 0.3 GPa, $G_f$ rises by $0.3\ {\rm GPa}\times0.237\,v_0=5.5$ meV. The sign of the stress effect thus depends on where the removed atom goes. These estimates assume that vacancies have time to reach equilibrium with the site that receives the atoms.

The numerical output below lists the main calculated values of the model.

\section*{Computed results}
\begin{verbatim}
INPUTS (rounded, copper-like)
repulsion A = 0.086 eV, hopping xi = 1.22 eV
exponents p = 11.0, q = 2.3; r0 = 0.256 nm
atomic mass = 63.5 u, temperature = 600 K
PERFECT CRYSTAL, 256-site modes, P = 0
static lattice constant = 0.36324 nm
lattice constant at T = 0.36799 nm
volume per atom v = 0.012458 nm^3
bulk modulus B = 109.53 GPa
volumetric expansivity alpha = 72.01 1e-6/K
alpha*B = 7.887 MPa/K
VACANCY, one in 25600 sites, P = 0
G_f at constant P = 1.19309 eV
F_f at constant V = 1.19319 eV
formation volume V_f = 0.009507 nm^3
V_f / v = 0.7631
relaxation volume / v = -0.2369
S_f at constant P = 0.9823 k
S_f at constant V = -4.4479 k
entropy difference, direct = 5.4303 k
alpha*B*V_f = 5.4307 k = 0.4680 meV/K
H_f at constant P = 1.2439 eV
U_f at constant V = 0.9632 eV
T*alpha*B*V_f = 0.2808 eV
raw fixed-cell entropy = 2.6681 k
its gap to S_f at P = -1.6857 k
isochore slope with mu = -4.4485 k
DILUTION: sites; F_f-G_f, B*V_f^2/2V (meV); S gap, alpha*B*V_f (k)
   108; 22.9326, 23.0181; 5.3103, 5.4134
   256; 9.6597, 9.6751; 5.3727, 5.4170
  2560; 0.9684, 0.9686; 5.4250, 5.4295
 25600; 0.0969, 0.0969; 5.4303, 5.4307
at 2 GPa: G_f = 1.3088 eV, V_f = 0.009047 nm^3
at 2 GPa: S gap = 5.1293 k, formula 5.1297 k
EQUILIBRIUM VACANCIES PER ATOM
minimised at fixed volume = 9.5142e-11
exp(-G_f/kT) = 9.5159e-11
error factor of mixing H_f(P), S_f(V) = 228.3
CELL CONVERGENCE, 256-site minus 108-site defect cell
G_f shift = -2.301 meV
V_f shift = -0.000026 nm^3
S_f(P) shift = 0.0223 k
alpha*B*V_f shift = -0.0154 k
volume interpolation error = 0.0105 micro-eV
LEFT OUT, rough sizes
anharmonic, 12 neighbours on radial lines = -8.56 meV
free-electron entropy per atom = 0.0376 k
0.3 GPa mean film stress times V_f = 17.80 meV
clamping energy at equilibrium fraction = 2.36e-10 eV
\end{verbatim}
